# Why the forbidden 200 reflection of silicon appears along [011]

**Question.** The structure factor of the silicon 200 reflection is zero. Why does a diffraction pattern taken with the beam along [011] nevertheless have a spot at the 200 position, and how strong should it be?

**Answer.** A zero structure factor forbids one particular event: the transfer of an electron from the incident beam to 200 in a single scattering. It does not forbid arrival in two steps. Whether two steps can do it depends on which allowed reflections the beam direction makes available.

### What is forbidden

Place the origin at a bond centre. The two atoms of the basis then lie at \(\pm(a/8)(1,1,1)\), and the face-centred lattice repeats them. The basis contributes \(2\cos[\pi(h+k+l)/4]\). The lattice contributes 4 if \(h,k,l\) are all even or all odd, and zero otherwise. For unmixed indices, therefore,

\[
S_{hkl}=8\cos\!\left[\frac{\pi(h+k+l)}{4}\right].
\]

For 200 the cosine is \(\cos(\pi/2)=0\). For \((1,1,\bar1)\) and \((1,\bar1,1)\) the index sum is 1, so \(S=8/\sqrt2\), and both are allowed.

The absence of 200 does not rest on the atoms being spherical. Silicon has a fourfold screw axis along [100]: a quarter turn about it, with a shift \(a/4\), leaves the crystal unchanged. Average the potential over planes normal to [100]. The turn does not affect this average \(\bar V(x)\), so \(\bar V(x+a/4)=\bar V(x)\). Its Fourier coefficients must satisfy \(V_{h00}=V_{h00}e^{-i\pi h/2}\), which makes them zero unless \(h=4n\). Bonding charge cannot restore \(V_{200}\).

### The route

A reflection belongs to the zero-order zone of [011] if \(k+l=0\). Both 111-type reflections above obey this, and

\[
(1,1,\bar1)+(1,\bar1,1)=(2,0,0).
\]

An electron scattered by one and then by the other leaves in the 200 direction. The steps may occur in either order.

For spherical atoms, odd-index steps are necessary within this zone. Since \(l=-k\), the index sum is just \(h\). An allowed reflection with even indices therefore has \(h=4n\), and adding such steps never gives \(h=2\). A route to 200 must contain odd-index steps, and an even number of them, because the final indices are even. Two is the least. In real silicon the bonding charge gives the 222 reflections a weak structure factor, so \((2,2,\bar2)+(0,\bar2,2)\) is a further, weak route. The spherical-atom model used below omits it.

The [001] zone offers no such route. There \(l=0\), so unmixed indices are all even, and allowed reflections have \(h+k=4n\). Sums of them keep this property, whereas 200 has \(h+k=2\).

### From route to amplitude

Let the fast electron have wavelength \(\lambda=1/k\) and relativistic mass \(\gamma m_0\). Its wave equation is

\[
\nabla^2\psi+4\pi^2(k^2+U)\psi=0,\qquad U_g=\frac{2\gamma m_0e}{h^2}V_g ,
\]

where \(h\) in the prefactor is Planck's constant. The mean potential is dropped, since it changes only a common phase. Insert \(\psi=\sum_g\phi_g(z)\,e^{2\pi i(\mathbf k+\mathbf g)\cdot\mathbf r}\), neglect \(\phi_g''\) because the amplitudes vary slowly, and replace the \(z\) component of \(\mathbf k+\mathbf g\) by \(k\). For each \(g\),

\[
4\pi ik\,\phi_g'+4\pi^2\left(k^2-|\mathbf k+\mathbf g|^2\right)\phi_g+4\pi^2\sum_{g'}U_{g-g'}\phi_{g'}=0 .
\]

Define the deviation \(s_g\) from the Ewald sphere by \(k^2-|\mathbf k+\mathbf g|^2=2ks_g\). Division by \(4\pi ik\) gives

\[
\phi_g'=2\pi is_g\phi_g+i\pi\lambda\sum_{g'}U_{g-g'}\phi_{g'} .
\]

The extinction distance is \(\xi_g=1/(\lambda|U_g|)\).

In a very thin crystal the incident amplitude stays near 1 and the deviations have no time to act. The first step gives \(\phi_g=i\pi\lambda U_gz\), which is zero for 200. Putting these amplitudes back into the equation for 200,

\[
\phi_{200}'=(i\pi\lambda)^2z\sum_gU_{200-g}U_g,
\qquad
\phi_{200}(t)=-\frac{(\pi\lambda t)^2}{2}\sum_gU_{200-g}U_g .
\]

The two orders of the 111 pair have the same product \(U_{111}^2\), so they add. Alone they give

\[
\phi_{200}^{\rm pair}=-\left(\frac{\pi t}{\xi_{111}}\right)^2,\qquad
I_{200}^{\rm pair}=\left(\frac{\pi t}{\xi_{111}}\right)^4 .
\]

The fourth power of thickness marks a two-step process; a weak directly scattered beam would grow as \(t^2\).

### Four beams in a thicker crystal

Keep 000, the two 111 beams and 200, and tilt the crystal so that \(s_{200}=0\). By symmetry the two 111 amplitudes are equal; call them \(\beta\). With \(p=\pi/\xi_{111}\) and \(Q=\pi\lambda U_{022}+2\pi s_{111}\),

\[
\phi_0'=2ip\beta,\qquad \phi_{200}'=2ip\beta,\qquad
\beta'=ip(\phi_0+\phi_{200})+iQ\beta .
\]

The 022 term appears because the two 111 reflections differ by \((0,2,\bar2)\). The first two equations show that \(\phi_0-\phi_{200}\) keeps its initial value 1. The sum \(\sigma=\phi_0+\phi_{200}\) obeys \(\sigma'=4ip\beta\), and one more differentiation gives

\[
\sigma''-iQ\sigma'+4p^2\sigma=0 .
\]

Trying \(e^{i\kappa t}\) gives \(\kappa=Q/2\pm\Gamma\), with \(\Gamma^2=4p^2+Q^2/4\). The initial values are \(\sigma(0)=1\) and \(\sigma'(0)=0\), the latter because \(\beta(0)=0\). Since \(\phi_{200}=(\sigma-1)/2\),

\[
\phi_{200}=\frac12\left\{e^{iQt/2}\left[\cos\Gamma t-\frac{iQ}{2\Gamma}\sin\Gamma t\right]-1\right\}.
\]

For \(Q=0\) this becomes \((\cos2pt-1)/2=-\sin^2pt\), so

\[
I_{200}=\sin^4\!\left(\frac{\pi t}{\xi_{111}}\right).
\]

Its thin limit is the pair result above. The four-beam model establishes the mechanism, but its intensity can be trusted only if the other routes are weak.

### The other routes

They are not weak. The sum over \(g\) also contains \((\bar1,1,\bar1)+(3,\bar1,1)\) and its mirror image, each in two orders. Here \(U_{311}\) is negative, because its index sum is 3 and \(\cos(3\pi/4)<0\). These four terms oppose the 111 pair.

Real space shows why. The sum \(\sum_gU_{200-g}U_g\) is the 200 Fourier coefficient of \(U_p^2\), where \(U_p\) is the potential averaged along the beam. Write \(U_p\) as a sum of identical atomic columns \(u_j\). Then

\[
U_p^2=\sum_ju_j^2+\sum_{i\ne j}u_iu_j .
\]

The first part has identical objects at the old column positions, so its 200 coefficient is still zero. Only the overlap of different columns contributes. Seen along [011], the closest columns form dumbbells of spacing \(d=a/4\), since the bond vector \((a/4)(1,1,1)\) loses its part along the beam.

For Gaussian columns \(e^{-r^2/2w^2}\), the product of two neighbours is \(e^{-d^2/4w^2}e^{-r^2/w^2}\), with \(r\) now measured from their midpoint. Its two-dimensional Fourier integral at \(g=2/a\) is \(\pi w^2e^{-d^2/4w^2}e^{-4\pi^2w^2/a^2}\). The projected cell, of area \(a^2/\sqrt2\), holds two dumbbells. Each product occurs twice in the square, and both midpoints have phase factor 1. If more distant columns do not overlap,

\[
(U_p^2)_{200}\propto4\sqrt2\,\pi\frac{w^2}{a^2}\,
e^{-d^2/4w^2}\,e^{-4\pi^2w^2/a^2}.
\]

At \(w=0.06a\), an explicit sum over routes agrees with this within 0.2%, and the total is only 0.068 of the 111 pair alone. Silicon columns have longer tails than Gaussians. For a free-atom silicon potential, the dumbbell overlap alone exceeds the full sum by about a quarter, and the overlap of more distant columns removes the excess.

This also shows how the screw symmetry is evaded. The quarter turn carries [011] into a different direction, so it does not map the projected potential onto itself. Averaging the square of that projection over planes normal to [100] need not give the \(a/4\) period that forbids 200.

### Numbers for a 20 nm lamella

Take 200 kV, for which \(\lambda=2.508\) pm and \(\gamma=1.391\), with rough values \(a=0.543\) nm and Debye–Waller parameter \(B=0.005\ \mathrm{nm^2}\). The potential is a superposition of free silicon atoms computed by unrestricted Hartree–Fock in the cc-pVTZ basis and averaged over angles. It omits electron correlation and bonding. It gives \(V_{111}=5.43\) V and \(V_{311}=-2.42\) V, hence

\[
\xi_{111}=\frac{h^2}{2\gamma m_0eV_{111}\lambda}=79.4\ \mathrm{nm}.
\]

The idealized four-beam result at 20 nm is

\[
I_{200}=\sin^4\!\left(\frac{\pi\times20}{79.4}\right)=\sin^4(0.791)\approx0.256 .
\]

Now include the competition. Relative to the 111 pair, the 111–311 routes weigh

\[
\frac{4U_{111}U_{311}}{2U_{111}^2}=2\times\frac{-2.42}{5.43}=-0.89 .
\]

All routes together leave 0.264 of the pair amplitude, or 0.070 of its intensity. At 5 nm, near the limit of its range, the thin-crystal law then predicts \((\pi\times5/79.4)^4\times0.070\approx1.1\times10^{-4}\). The solution with 337 beams on the zone axis gives:

| \(t\) (nm) | 000 | each 111 | 200 |
|---|---|---|---|
| 5 | 0.710 | 0.038 | 0.00010 |
| 10 | 0.195 | 0.121 | 0.0015 |
| 20 | 0.392 | 0.109 | 0.023 |
| 40 | 0.032 | 0.128 | 0.078 |
| 60 | 0.452 | 0.009 | 0.124 |

These are fractions of the incident intensity. At 20 nm the forbidden beam carries 2.3%, about one eleventh of the idealized four-beam value. A real-space multislice calculation with the same atomic potential also gives 0.0229; this tests the solution of the beam equations, not the potential. At 60 nm, on the exact zone axis, the forbidden beam is stronger than each 111 beam that feeds it, so a bright spot is no evidence of an allowed reflection.

### Testing the cause

With thickness held at 20 nm, removing every odd-index beam from the calculation reduces 200 to rounding error. So does keeping only the \(h00\) row, or changing the zone to [001] with zero-order beams alone.

Removing just the two bridging 111 beams has the opposite effect: \(I_{200}\) rises from 0.023 to 0.106. At this thickness the thin-crystal sum still gives the right direction. Without the pair, the relative amplitude changes from 0.264 to \(0.264-1=-0.736\), which is larger in magnitude. The argument does not extend to thick crystals: at 60 nm the same removal lowers \(I_{200}\) from 0.124 to 0.003. The 111 pair is a sufficient route, as the four-beam model shows, and the largest single term in the thin-crystal sum, but the observed intensity is what remains after interference.

An experiment cannot delete beams, but it can tilt. Rotating the crystal by 41 mrad about [100] leaves the deviations of the \(h00\) row almost unchanged and moves the two bridging 111 beams far from their diffracting conditions. In the model, the mean of \(I_{200}\) over thicknesses from 1 to 60 nm falls from 0.056 to 0.0012.

### Comparison with a real lamella

The voltage and thickness are realistic for a thin silicon device section. The model assumes a flat, perfect crystal, a parallel beam and elastic scattering. Of the assumptions tested here, exact alignment matters most: a 2 mrad tilt toward 200 lowers \(I_{200}\) at 20 nm from 0.023 to 0.006. Bringing 200 to its own Bragg condition, at 4.6 mrad, also gives 0.006. The four-beam model shows no such fall, so the additional beams are responsible. A 2 mrad tilt the other way raises \(I_{200}\) to 0.043. At this thickness, local bending of this size can therefore weaken the spot about fourfold or nearly double it. At 60 nm, a 2 mrad tilt toward 200 or away from it weakens the spot about tenfold or more.

The other effects estimated here are smaller at 20 nm. Bonding moves electrons into the region between the atoms and lowers the 111 potential, by about 5% in a periodic density-functional estimate. With the accompanying changes in the other low-order reflections, including 222, \(I_{200}\) falls by roughly 15–20% at 20 nm. At 5 and 10 nm it falls by roughly half, so the free-atom values there give only the order of magnitude. With a rough inelastic mean free path of 150 nm, about 12% of the electrons lose energy. Including the variation of the potential along the beam, and with it the higher-order layers, changes \(I_{200}\) by less than 1%. Thermal diffuse scattering, which the table omits, also removes electrons from the Bragg beams. An absorptive potential for independently vibrating atoms lowers \(I_{200}\) by about 8% at 20 nm and 7% at 60 nm, and each 111 beam at 60 nm from 0.009 to about 0.003. Taking \(B=0.0046\ \mathrm{nm^2}\) instead of 0.005 lowers \(I_{200}\) by about 2% at 20 nm. Damaged surface layers are not modelled, and the intensities in the table are for free-atom potentials without bonding or absorption.

For metrology, a 200 spot in the [011] pattern does not by itself show chemical ordering or a loss of diamond symmetry. A strong fall on tilting about [100] supports double diffraction as the main source, provided that the same area and thickness are compared. It does not exclude a weak allowed reflection. If a 200 potential coefficient of 0.3 V is added to the model, with the phase it has when the two basis atoms differ, the mean intensity still falls, about twelvefold for one sign of the coefficient and about a hundredfold for the other.

## Table of computed values

```
Accelerating voltage: 200 kV
Electron wavelength: 2.5079 pm
Relativistic mass factor: 1.3914
Lattice parameter (rough): 0.543 nm
Debye-Waller B (rough): 0.005 nm^2
Example thickness: 20 nm
Hartree-Fock energy of Si atom: -288.8564 hartree
X-ray form factor at 111: 10.547 electrons
V_111: 5.426 V; xi_111: 79.4 nm
V_022: 4.321 V; xi_022: 99.8 nm
V_311: -2.420 V; xi_311: 178.1 nm
V_400: -2.561 V; xi_400: 168.3 nm
Bond-charge sum, 200: 0.0; 222: 16.0
Deviation s_111 on zone axis: -0.01276 1/nm
Deviation s_200 on zone axis: -0.01701 1/nm
Dumbbell spacing a/4: 0.1358 nm
Thin-crystal route weights, relative to the 111+111 pair:
  111 with 311 routes: -0.892
  all routes together: 0.264
  intensity factor: 0.0698
Gaussian columns, width 0.06 a: all/pair = 0.0676
Zone-axis intensities, fraction of incident beam:
  t(nm)   000     one111  one022  400      200
     5  0.7104  0.0383  0.0266  0.00810  0.000098
    10  0.1948  0.1210  0.0806  0.01203  0.001481
    20  0.3924  0.1088  0.0348  0.00641  0.022854
    40  0.0316  0.1283  0.0596  0.01659  0.078183
    60  0.4521  0.0092  0.0440  0.01274  0.123567
Number of beams: 337
I200 at 20 nm, multislice: 0.022852
I200 ideal four-beam sin^4: 0.2556
I200 four-beam, zone axis: 0.2090
I200 four-beam, 200 Bragg tilt: 0.2555
I200 many-beam, 200 Bragg tilt: 0.005716
200 Bragg tilt from zone axis: 4.62 mrad
I200 without odd-index beams: 1.2e-30
I200 with h00 row only: 2.7e-32
I200 along [001], zero-order zone: 1.3e-30
I200 without the two bridging 111 beams: 0.106237
Mean I200 over 1-60 nm, zone axis: 0.055928
Mean I200 tilted 41.2 mrad, row kept: 1.21e-03
Neglected effects at the example thickness:
  I200 by two-step higher-zone routes alone: 4.48e-11
  I200 with 111 potential raised 3%: 0.024216
  I200 with 2 mrad tilt toward 200: 0.006128
  inelastic mean free path (rough): 150 nm
  inelastic loss: 12.5 %
```
